# Varshni's formula for a shear constant from strain-softened Einstein oscillators

In an Einstein-oscillator model of silicon, warming the crystal from 50 K to 77 K lowers the shear constant $C_{44}$ by 0.0047 GPa, or 0.17 MPa per kelvin. Warming it from 300 K to 400 K lowers the constant by 0.442 GPa, or 4.4 MPa per kelvin, about 25 times as fast. The parameters of the crystal are the same in both intervals. What differs is how fast the number of vibrational quanta grows with temperature, and the theorem below shows how that number enters the stiffness.

## Setting and assumptions

A cubic crystal is held at fixed volume and sheared by moving planes normal to axis 2 along axis 1. The deformation gradient is $I+\gamma\,e_1\otimes e_2$, where $\gamma$ is the engineering shear strain. Its determinant is 1, so the volume does not change. The assumptions are these.

1. There are $n$ atoms per volume, each an independent three-dimensional harmonic oscillator.
2. Each of the $3n$ frequencies depends on strain as
$$\omega(\gamma)=\omega_0\left(1-\tfrac12 a\gamma^2\right),\qquad a>0,$$
up to terms of higher order than $\gamma^2$, which do not affect a second derivative at $\gamma=0$.
3. The static lattice, with all atoms at rest at their sites, has an energy per volume $f_{\rm st}(\gamma)$ that is even in $\gamma$ and independent of temperature. Its shear constant is $C_{\rm st}=f_{\rm st}''(0)$. In the diamond structure this shear also shifts one sublattice against the other along axis 3. Both $f_{\rm st}$ and $\omega(\gamma)$ are meant with that shift relaxed; the clamped static constant is much larger (110 GPa against 56 GPa for the Stillinger-Weber potential).

Primes denote derivatives with respect to $\gamma$, taken at $\gamma=0$. Let $f(\gamma,T)$ be the Helmholtz energy per volume. Because $(e_1\otimes e_2)^2=0$, a further shear $d\gamma$ produces the displacement gradient $d\gamma\,e_1\otimes e_2$, and the work per volume is $\sigma_{12}\,d\gamma$. An isotropic thermal pressure has no 12 component and does no work. At fixed temperature the work equals $df$, so
$$\sigma_{12}=\frac{\partial f}{\partial\gamma},\qquad C(T)=\left.\frac{\partial\sigma_{12}}{\partial\gamma}\right|_{\gamma=0}=\left.\frac{\partial^2 f}{\partial\gamma^2}\right|_{\gamma=0}.$$
For shear on a cube plane this constant is $C_{44}$ in the sense of a stress-strain coefficient. If the crystal is under a pressure $p$, the $C_{44}$ defined as a second derivative with respect to Lagrangian strain is larger by $p$, because simple shear has $\eta_{22}=\gamma^2/2$. At fixed volume $p$ grows with temperature; with the inputs of Remark 3 its thermal part is 0.19 GPa at 400 K, so the two definitions soften by different amounts.

## Theorem

Define $\theta=\hbar\omega_0/k$, with $k$ Boltzmann's constant. Under assumptions 1 to 3,
$$C(T)=C(0)-\frac{s}{e^{\theta/T}-1},\qquad s=3nk\theta a,\qquad C(0)=C_{\rm st}-\frac s2 .$$
This is Varshni's formula. Its limits are
$$C(0)-C(T)\simeq s\,e^{-\theta/T}\quad(T\ll\theta),\qquad C(T)\simeq C_{\rm st}-\frac{s}{\theta}\,T\quad(T\gg\theta).$$

## Lemma 1: the free energy of one mode

A mode has levels $\hbar\omega(j+\frac12)$, $j=0,1,2,\dots$ Summing the geometric series of Boltzmann factors gives
$$Z=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}},\qquad
\phi=-kT\ln Z=\frac{\hbar\omega}{2}+kT\ln\left(1-e^{-\hbar\omega/kT}\right).$$
With the mean number of quanta $N=1/(e^{\hbar\omega/kT}-1)$, the claim is
$$\frac{\partial\phi}{\partial\omega}=\hbar\left(N+\tfrac12\right),\qquad
\frac{\partial^2\phi}{\partial\omega^2}=-\frac{\hbar^2}{kT}N(N+1).$$

*Proof.* Differentiating the logarithm gives
$$kT\,\frac{(\hbar/kT)\,e^{-\hbar\omega/kT}}{1-e^{-\hbar\omega/kT}}=\frac{\hbar}{e^{\hbar\omega/kT}-1}=\hbar N,$$
and the zero-point term adds $\hbar/2$. For the second derivative,
$$\frac{\partial N}{\partial\omega}=-\frac{\hbar}{kT}\,\frac{e^{\hbar\omega/kT}}{(e^{\hbar\omega/kT}-1)^2}=-\frac{\hbar}{kT}N(N+1),$$
because $e^{\hbar\omega/kT}/(e^{\hbar\omega/kT}-1)=N+1$. Multiplication by $\hbar$ completes the proof.

## Lemma 2: the strain curvature of one mode

The chain rule, applied twice, gives
$$\phi''=\frac{\partial\phi}{\partial\omega}\,\omega''+\frac{\partial^2\phi}{\partial\omega^2}\,(\omega')^2
=\hbar\left(N+\tfrac12\right)\omega''-\frac{\hbar^2}{kT}N(N+1)(\omega')^2 .$$
The last term is never positive: a linear frequency shift of either sign softens the crystal.

## Proof of the theorem

Assumption 2 gives $\omega'=0$ and $\omega''=-a\omega_0$. Adding the static energy and $3n$ equal modes, with $\hbar\omega_0=k\theta$,
$$C(T)=C_{\rm st}-3nk\theta a\left(N+\tfrac12\right)=C_{\rm st}-\frac s2-sN,\qquad N=\frac1{e^{\theta/T}-1}.$$
As $T\to0$, $N\to0$, so $C(0)=C_{\rm st}-s/2$, and Varshni's formula follows.

*Low temperature.* Write $x=\theta/T$. Then $N=e^{-x}/(1-e^{-x})$, and the denominator tends to 1. For any power $m$, $e^{-\theta/T}/T^m\to0$ as $T\to0$. The curve is therefore flatter at absolute zero than any power of $T$: the first quantum costs $k\theta$, and few modes have it.

*High temperature.* For small $x$,
$$\frac1{e^x-1}=\frac1x\,\frac{1}{1+\frac x2+\frac{x^2}6+\dots}
=\frac1x\left(1-\frac x2-\frac{x^2}{6}+\frac{x^2}{4}+\dots\right)=\frac1x-\frac12+\frac x{12}+\dots$$
Insertion into Varshni's formula gives
$$C(T)=C(0)+\frac s2-\frac{sT}{\theta}-\frac{s\theta}{12T}+\dots
=C_{\rm st}-\frac{sT}{\theta}-\frac{s\theta}{12T}+\dots$$
The last term shown vanishes as $T$ grows, which leaves the stated line. ∎

The limiting slope is $-s/\theta=-3nka$, which contains neither $\hbar$ nor $\omega_0$, as expected of a classical limit. Extended back to $T=0$, the line meets $C_{\rm st}$, not $C(0)$. The gap $s/2$ is the softening by zero-point motion.

The theorem was tested without the closed form of $\phi$. The Hamiltonian of one oscillator, with its spring constant set by the strain, was diagonalized in 120 fixed basis states, and its free energy was differentiated numerically. At five temperatures from $0.2\,\theta$ to $2\,\theta$ the resulting shear constant agreed with Varshni's formula to within $5\times10^{-6}\,s$.

## Remark 1: what strain does to the atoms

A mode of mass $m$ has spring constant $\kappa=m\omega^2$. Since $\omega'=0$, $\kappa''=2m\omega_0\omega''=-2a\kappa_0$, where $\kappa_0=m\omega_0^2$. In a harmonic oscillator half the mean energy is potential, so $\kappa_0\langle q^2\rangle=\hbar\omega_0(N+\frac12)$ for a displacement $q$. The result can therefore be written
$$C=C_{\rm st}+3n\,\tfrac12\kappa''\langle q^2\rangle=C_{\rm st}-3na\,\kappa_0\langle q^2\rangle .$$
Shear weakens the springs, and the energy gained by this is larger when the atoms move farther.

## Corollary 1: the slope follows the heat capacity

The vibrational energy per volume at $\gamma=0$ is $u=3nk\theta(N+\frac12)$, so $C=C_{\rm st}-au$. Differentiating at fixed volume,
$$\frac{dC}{dT}=-a\,c_V,\qquad c_V=3nk\theta\,\frac{dN}{dT}=3nk\left(\frac\theta T\right)^2N(N+1).$$
The second form uses $dN/dx=-N(N+1)$ and $dx/dT=-\theta/T^2$. The shear constant is flat where the heat capacity is frozen out, and its slope becomes constant where the heat capacity reaches $3nk$.

## Corollary 2: isothermal and adiabatic constants agree

The entropy of a mode is a function of $N$ alone, $k[(N+1)\ln(N+1)-N\ln N]$. All modes here have the same frequency, so fixing the total entropy fixes $N$ during the shear. The internal energy per volume is then $f_{\rm st}+3n\hbar\omega(\gamma)(N+\frac12)$ with constant $N$. Its second derivative is $C_{\rm st}-3nk\theta a(N+\frac12)$, the isothermal result. In this model a fast acoustic measurement and a slow static one give the same shear constant.

## Worked example: $C_{44}$ of an undoped silicon die

The inputs are rough typical values: lattice constant 0.543 nm, $\theta=480$ K, $a=2.5$ and $C(0)=80$ GPa. With eight atoms per cubic cell,
$$n=\frac{8}{(0.543\ \text{nm})^3}=49.97\ \text{nm}^{-3},\qquad 3nk=2.070\ \text{MPa/K}.$$
Hence $3nk\theta=0.993$ GPa and $s=2.5\times0.993=2.48$ GPa. The static constant is $80+1.24=81.24$ GPa, and the limiting slope is $-2.5\times2.070=-5.17$ MPa/K.

At 300 K, $\theta/T=1.6$ and $e^{1.6}-1=3.953$. The softening is $2.484/3.953=0.628$ GPa, so $C=79.37$ GPa. The other temperatures follow in the same way:

| $T$ (K) | $C$ (GPa) | $C(0)-C$ (GPa) | slope (MPa/K) |
|---|---|---|---|
| 50 | 80.00 | 0.00017 | −0.03 |
| 77 | 80.00 | 0.0049 | −0.40 |
| 233 | 79.64 | 0.363 | −3.68 |
| 300 | 79.37 | 0.628 | −4.20 |
| 400 | 78.93 | 1.070 | −4.60 |

At 300 K the slope is $4.20/5.17=81\%$ of its limit. By Corollary 1 this is also the ratio of the heat capacity to $3nk$. The slope reaches 95% of its limit at 610 K, above the temperatures considered here for the die. The high-temperature line should therefore not be used to find the softening from $C(0)$ at 300 K. It gives 79.69 GPa there, a softening of 0.31 GPa from $C(0)$, half of the correct 0.628 GPa. The missing 0.32 GPa is close to the next term of the expansion, $s\theta/(12T)=0.33$ GPa.

For a fixed shear strain of 0.001, the shear stress falls from 79.64 MPa at 233 K to 78.93 MPa at 400 K, a change of 0.9%.

## Remark 2: linear frequency shifts break the formula

Assumption 2 is stronger than cubic symmetry requires. A half-turn about axis 1 reverses $\gamma$, so the set of three frequencies of an atom must be even in $\gamma$. Single frequencies need not be. The force-constant matrix may contain a term proportional to $\gamma(e_1\otimes e_2+e_2\otimes e_1)$, because the half-turn reverses both factors. This term splits the modes linearly.

Let the relative linear shifts be $+b$, $-b$ and 0. The same matrix term also lowers the two split frequencies by the relative amount $b^2\gamma^2/2$ each. This shift is quadratic, so it is counted in $a$, which now stands for the mean over the three modes and is kept at its value. The linear shifts cancel in the sum of $\omega'$, but the sum of $(\omega')^2$ is $2b^2\omega_0^2$. By Lemma 2 the shear constant gains
$$\Delta C=-\frac{2nb^2(k\theta)^2}{kT}N(N+1).$$
Divided by the model's thermal term $-3nk\theta aN$, this is
$$\frac{\Delta C}{-sN}=\frac{2b^2}{3a}\,\frac{\theta}{T}\,(N+1).$$
At high temperature $(N+1)\theta/T\to1$, and the ratio tends to the constant $2b^2/3a$: the softening is still linear, with a larger slope. At low temperature the ratio grows as $\theta/T$, so no change of $s$ alone can absorb the extra term. For an assumed $b=0.5$ it is 11% of the model's softening at 400 K, 13% at 300 K and 42% at 77 K.

## Remark 3: thermal expansion keeps the form

Now let the crystal expand at zero pressure by a relative volume $v$. Let $B$ be the bulk modulus, and let every frequency vary as $1-Gv$, with one Grüneisen parameter $G$. Minimizing $\frac12Bv^2$ plus the vibrational free energy gives, by Lemma 1,
$$Bv-G\,u=0,\qquad v=\frac{Gu}{B},$$
to first order in $v$. The static lattice at this volume is under the pressure $-Bv$, so its shear constant changes by
$$-Bv\,\frac{dC}{dp}=-G\,\frac{dC}{dp}\,u .$$
This is again proportional to $u$. To this order expansion replaces $a$ by $a+G\,dC/dp$ and leaves Varshni's form intact. Within this model, a fit to the softening at constant pressure therefore yields the sum, not $a$ itself.

With rough silicon values $B=98$ GPa, $dC/dp=0.8$ and $G=0.45$, the added softening is $0.45\times0.8/2.5=14.4\%$ of the model's, or 0.154 GPa at 400 K. A numerical search for the equilibrium volume at 300 K and 400 K confirmed the total softening to within 1.5%. The same inputs imply a linear expansion coefficient $Gc_V/3B=2.6$ ppm/K at 300 K. They should not be used at cryogenic temperatures: over much of the range below about 120 K silicon contracts on warming, which a single positive $G$ cannot describe.

## Remark 4: a real vibrational spectrum is less flat

A crystal also has sound waves of low frequency, which are excited at any temperature above zero. Take a Debye spectrum of temperature $\theta_D$, and let all its modes obey assumption 2, without linear shifts and with the same $a$. Then $C=C_{\rm st}-au_D$, with $u_D$ the Debye vibrational energy. Its thermal part is
$$9nkT\left(\frac{T}{\theta_D}\right)^3\int_0^{\theta_D/T}\frac{y^3\,dy}{e^y-1}\;\longrightarrow\;\frac{3\pi^4}{5}\,\frac{nkT^4}{\theta_D^3}\qquad(T\ll\theta_D),$$
since the integral tends to $\pi^4/15$. The exponential flatness is replaced by a $T^4$ law.

The mean Debye frequency is $\frac34$ of the cut-off, so $\theta=\frac34\theta_D$ gives both models the same zero-point energy and the same $C(0)$. Here $\theta_D=640$ K. At 50 K the Debye softening is 0.0024 GPa, 14 times the Einstein value, though still only 30 ppm of $C$. At 77 K it is 2.7 times the Einstein value. At 300 K the two differ by 3% of the softening, and at 400 K by 1.4%. When all modes share the same $a$, the Einstein model is thus close to the Debye result at 300 K and 400 K, but not for the small cryogenic variation. In real silicon $a$ may differ between acoustic and optical modes, which can change the softening by more than these few percent.

## Remark 5: the model beside a real die

Silicon's measured $C_{44}$ is roughly 80 GPa at room temperature and falls by some tens of ppm per kelvin. The model's −53 ppm/K at 300 K lies in that range, but this is no prediction, because $a$ was chosen with that size in mind.

A real die breaks the assumption of fixed volume, which costs 0.154 GPa at 400 K in the constant-$G$ estimate above. That estimate overstates the expansion of silicon from 0 K to 400 K (0.20% in volume, against at most about 0.17% from measured coefficients), so about 0.13 GPa is closer for the same $B$ and $dC/dp$. Its oscillators are also anharmonic. If the frequency at 400 K has dropped by a rough 1.5%, the harmonic expression for $\langle q^2\rangle$ at the lowered frequency, with $\kappa''$ unchanged, increases the softening by 0.064 GPa, or 6%. This gives only the order of magnitude, because $\langle q^2\rangle$ need not follow the line frequency: for an oscillator whose frequency drop comes from a weak cubic term $xyz$, the extra softening is nearly twice the harmonic estimate.

At 400 K, linear shifts, expansion, the Debye spectrum and this drift add 0.12, 0.15, 0.01 and 0.06 GPa. With the inputs assumed here, all have the same sign. Simply added, they come to about 0.35 GPa, one third of the model's softening but less than 0.5% of $C$. For a given $C(0)$, these effects therefore change the constant itself by a much smaller fraction than they change its softening.

Packaging stress also matters: with $dC/dp=0.8$, a hydrostatic pressure of 100 MPa would raise $C$ by 0.08 GPa, equal to the effect of cooling by about 19 K near 300 K in the fixed-volume model. Packaging stress is in general not hydrostatic, and its effect on the shear stiffness then depends on the directions of stress and shear, in sign as well as in size. Heavy doping, which adds an electronic contribution to the elastic constants, is outside this estimate.

The full set of values is given in the numerical output.

## Table of computed values

```
Silicon C44, rough typical model parameters
lattice constant = 0.543 nm
atom density n = 49.97 nm^-3
Einstein temperature theta = 480 K
oscillator quantum = 41.36 meV
softening parameter a = 2.50 (no unit)
3nk = 2.0696 MPa/K
3nk*theta = 0.9934 GPa
s = 2.4836 GPa
C(0) = 80.000 GPa
C_static = 81.242 GPa
limiting slope = -5.174 MPa/K
T (K), C (GPa), softening (GPa), slope (MPa/K):
50, 79.9998, 0.000168, -0.0323
77, 79.9951, 0.004882, -0.3961
233, 79.6373, 0.362743, -3.6757
300, 79.3717, 0.628269, -4.1984
400, 78.9295, 1.070450, -4.5955
relative slope at 300 K = -52.9 ppm/K
stress at shear 0.001, 233 K = 79.637 MPa
stress at shear 0.001, 400 K = 78.930 MPa
high-T line at 300 K = 79.690 GPa
high-T line at 400 K = 79.172 GPa
slope reaches 95% of limit at 610 K
Neglected effects
linear mode shift b = 0.50 (no unit)
mode-shift softening at 77 K = 0.00203 GPa, 41.6 % of model
mode-shift softening at 300 K = 0.08397 GPa, 13.4 % of model
mode-shift softening at 400 K = 0.12255 GPa, 11.4 % of model
bulk modulus = 98 GPa
dC/dp = 0.80, Grueneisen G = 0.45 (no unit)
implied linear expansion at 300 K = 2.57 ppm/K
expansion softening at 400 K = 0.1541 GPa
expansion share of model = 14.4 %
Debye temperature = 640 K
Debye softening at 50 K = 0.002401 GPa
Debye softening at 77 K = 0.013089 GPa
Debye softening at 300 K = 0.646004 GPa
Debye softening at 400 K = 1.085061 GPa
frequency drift at 400 K = 1.5 %
drift softening at 400 K = 0.0637 GPa, 5.9 % of model
```
